# Net and nuclear charge of a partly stripped ion in stopping, part 2

An ion that keeps some of its electrons moves through a solid. The problem is to find which charge governs its energy loss to the valence electrons. The example is a 4 MeV phosphorus ion in silicon with ten bound electrons.

The ion has nuclear charge $Z$, $N$ bound electrons, net charge $Q=Z-N$ and speed $v$. Its electron cloud is spherical and frozen. Equations are in Hartree atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$, with $m$ the electron mass. Lengths are in Bohr radii (0.05292 nm) and speeds in units of the Bohr speed $v_0$. A wave number $k$ is also a momentum, and $b$ is the impact parameter.

A cloud of electron density $\rho(r)$ has the form factor

$$F(k)=\int_0^\infty4\pi r^2\rho(r)\frac{\sin kr}{kr}\,dr,$$

and the source charge of the ion is $Z(k)=Z-F(k)$. The Brandt-Kitagawa model, with a single length $\Lambda$, takes

$$\rho(r)=\frac{N}{4\pi\Lambda^2r}\,e^{-r/\Lambda},\qquad F(k)=\frac N{1+k^2\Lambda^2},$$

$$Z(k)=\frac{Q+Zk^2\Lambda^2}{1+k^2\Lambda^2}.$$

Its mean square radius is $\langle r^2\rangle=6\Lambda^2$, and the charge inside radius $r$ is $Q+N(1+r/\Lambda)e^{-r/\Lambda}$. Minimizing a statistical energy gives

$$\Lambda=\frac{2aN^{2/3}}{Z-\lambda N/4},\qquad a=0.24005,$$

where $\lambda$ multiplies the electron repulsion. The model uses $\lambda=4/7$, so that the energy is lowest for the neutral atom; $\lambda=1$ is the unscaled repulsion.

The stopping power $S$ is the energy lost per unit path. For $n$ independent electrons per unit volume, all at rest, it is

$$S=\frac{\omega_p^2}{v^2}\int Z(k)^2\,\frac{dk}k,\qquad\omega_p^2=4\pi n.$$

The integral needs limits at both ends. A heavy ion that gives up momentum $k$ loses at most $kv$, while a free electron at rest gains $k^2/2$, so $k\le2v$. The lower limit comes from the response of the electron gas as a whole, which independent electrons do not contain.

### General case: a medium that responds linearly

Describe the medium by a dielectric function $\varepsilon(k,\omega)$, with time dependence $e^{-i\omega t}$. The moving ion produces the frequency $\omega=\mathbf k\cdot\mathbf v$ at wave vector $\mathbf k$. The potential induced in the medium is

$$\phi_{\rm ind}(\mathbf r,t)=\int\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)}\,\frac{4\pi Z(k)}{k^2}\left[\frac1\varepsilon-1\right].$$

Its field $-\nabla\phi_{\rm ind}$ acts on every part of the ion. Integration over the ion's own charge density supplies a second factor $Z(k)$. The stopping power is minus the force along $\mathbf v$:

$$S=\int\frac{d^3k}{(2\pi)^3}\,\frac{i\,\mathbf k\cdot\mathbf v}{v}\,\frac{4\pi Z(k)^2}{k^2}\left[\frac1\varepsilon-1\right].$$

The real part of $1/\varepsilon$ is even in $\omega$ and cancels against the odd factor $\mathbf k\cdot\mathbf v$. The imaginary part is odd and survives, with $i\cdot i\operatorname{Im}(1/\varepsilon)=\operatorname{Im}(-1/\varepsilon)$. Write $d^3k=2\pi k^2dk\,d\mu$ with $\omega=kv\mu$, so that $d\mu=d\omega/(kv)$. Positive and negative $\omega$ contribute equally. The prefactor is $4\pi\cdot2\pi\cdot2/(2\pi)^3=2/\pi$, and

$$S=\frac2{\pi v^2}\int_0^\infty\frac{dk}k\,Z(k)^2\int_0^{kv}\omega\operatorname{Im}\!\left[\frac{-1}{\varepsilon(k,\omega)}\right]d\omega.$$

The inner integral has a known total. At high frequency an electron moves freely: $\ddot x=-E$ gives $x=E/\omega^2$ and the polarization $-nE/\omega^2$, so $\varepsilon\to1-\omega_p^2/\omega^2$ and $1/\varepsilon\to1+\omega_p^2/\omega^2$. Causality gives the Kramers-Kronig relation, whose high-frequency form is

$$\operatorname{Re}\frac1\varepsilon-1\;\to\;\frac2{\pi\omega^2}\int_0^\infty\omega'\operatorname{Im}\!\left[\frac{-1}{\varepsilon(k,\omega')}\right]d\omega'.$$

Comparison yields the f-sum rule: the integral equals $\pi\omega_p^2/2$ for every $k$.

### One branch of excitations

The simplest medium that obeys this rule has one excitation energy for each $k$:

$$\omega_k^2=\omega_p^2+\frac{k^4}4.$$

It is a plasmon for small $k$ and the recoil $k^2/2$ of an electron at rest for large $k$. The inner integral is $\pi\omega_p^2/2$ if $\omega_k<kv$ and zero otherwise. The condition $k^4/4-k^2v^2+\omega_p^2<0$ holds between

$$k_\pm^2=2\left[v^2\pm\sqrt{v^4-\omega_p^2}\right],$$

provided that $v^2>\omega_p$. Therefore

$$S=\frac{\omega_p^2}{v^2}\,I,\qquad I=\int_{k_-}^{k_+}Z(k)^2\,\frac{dk}k.$$

The free-electron formula has returned with both limits supplied. For $v^2\gg\omega_p$ the upper limit tends to $2v$. Since $k_+k_-=2\omega_p$, the lower one tends to $\omega_p/v$. A point charge $q$ gives $I=q^2\ell$ with $\ell=\ln(k_+/k_-)$, which is close to $\ln(2v^2/\omega_p)$.

For the ion with a cloud, set $x=k^2\Lambda^2$, so $dk/k=dx/(2x)$. Partial fractions give

$$\frac{(Q+Zx)^2}{x(1+x)^2}=\frac{Q^2}x+\frac{Z^2-Q^2}{1+x}-\frac{N^2}{(1+x)^2}.$$

Over the common denominator, the right side has the constant term $Q^2$ and the $x^2$ term $Z^2$. Its linear term is $2Q^2+Z^2-Q^2-(Z-Q)^2=2QZ$, as required. Integration gives

$$I=\frac12\left[Q^2\ln x+(Z^2-Q^2)\ln(1+x)+\frac{N^2}{1+x}\right]_{x_-}^{x_+}.$$

Define the effective stopping charge by $Z_{\rm eff}^2=I/\ell$. It is the root mean square of $Z(k)$ over equal intervals of $\ln k$, and it lies between $Z(k_-)$ and $Z(k_+)$.

### Limits of the effective charge

If $k_+\Lambda\ll1$, the cloud is not resolved. Expand $Z(k)^2\approx Q^2+2QNk^2\Lambda^2$ and integrate:

$$Z_{\rm eff}^2\approx Q^2\left[1+\frac{N\Lambda^2(k_+^2-k_-^2)}{Q\ell}\right].$$

The net charge is adequate when the second term is small.

If $k_-\Lambda\gg1$, the cloud is so diffuse that $Z_{\rm eff}\to Z$.

The fast limit at fixed $N$ is different. Then $x_+\to\infty$ and $x_-\to0$, and

$$I\to Q^2\ell+(Z^2-Q^2)\ln(2v\Lambda)-\frac{N^2}2.$$

For very large $v$, $\ell$ grows as $2\ln v$ and $\ln(2v\Lambda)$ as $\ln v$. Hence

$$Z_{\rm eff}^2\to\frac{Q^2+Z^2}2.$$

Half of the logarithmic range lies outside the cloud and half inside. The stopping charge of a frozen ion thus does not approach $Z$, although its hardest collisions do. The limit is formal. It is approached only as $1/\ln v$: for $Z=15$, $N=10$ and the medium of the example below, $Z_{\rm eff}^2$ is 60 at $10\,v_0$ and 90 at $137\,v_0$, the speed of light, against the limit 125. Besides, a real ion loses its electrons as it becomes faster.

### Phosphorus at 4 MeV in silicon

Take $Z=15$, $N=10$, $Q=5$ and an ion mass of 31 u. The nonrelativistic speed is $2.281\,v_0$. For the valence electrons take $2.0\times10^{23}\ {\rm cm^{-3}}$, a rough value for four electrons per silicon atom. This gives a plasmon energy of 16.61 eV, or $\omega_p=0.610$.

The cloud length is

$$\Lambda=\frac{0.4801\times10^{2/3}}{15-10/7}=0.1642,$$

or 0.00869 nm. The limits of $k$ are 5.06 and 86.06 nm⁻¹, so $k\Lambda$ runs from 0.0440 to 0.7478. The source charge rises from 5.02 to

$$Z(k_+)=15-\frac{10}{1+0.7478^2}=8.59.$$

To first order, the hardest electron collision in this model therefore meets 8.6 charges and not 15.

With $x_-=0.00194$, $x_+=0.5592$ and $\ell=2.8327$, the three terms of the integral are

$$I=\tfrac12\,[141.6+88.4-35.7]=97.2.$$

The effective charge is $\sqrt{97.2/2.833}=5.86$. The small-cloud expansion puts $Z_{\rm eff}^2$ 39% above $Q^2$, and the full formula 37%. The choice of charge state helps here: with $x=k^2\Lambda^2$, the next term of $Z(k)^2$ is $N(N-2Q)x^2$, which vanishes for $N=2Q$. For a nearly neutral ion the expansion fails. With 13 bound electrons, the same speed and $\Lambda$ recalculated, it puts $Z_{\rm eff}^2$ 193% above $Q^2$, while the full formula gives 255%.

The stopping power is $(0.610/2.281)^2\times97.2=6.96$ atomic units. One atomic unit is 514 eV/nm, which gives 3578 eV/nm. The point charge $Q$ gives 2607 eV/nm, 27% less. The point charge $Z$ gives 23462 eV/nm, 6.6 times as much.

Collisions with silicon nuclei are another matter. In a head-on approach to a silicon nucleus of mass 28 u, the energy of relative motion is $4\times28/59=1.90$ MeV. Equating it to the Coulomb energy of bare charges 15 and 14 gives a closest distance of $1.59\times10^{-4}$ nm, about 2% of $\Lambda$. The ion's enclosed charge there is 14.998. The ion thus shows nearly its full nuclear charge to a nucleus it hits head-on. In the linear model, the same ion at the same speed acts on an electron at rest with at most 57% of that charge. This second figure is a first-order result and not a bound on real collisions: at this speed the attraction bends the electron's path strongly, and a classical electron with $b=\Lambda$ is drawn to within $0.03\,\Lambda$ of the nucleus, where nearly the full charge acts. This orbit has an angular momentum of only $0.37\,\hbar$ and crosses the region filled by the bound electrons, so it illustrates the effect and does not describe the collision quantitatively.

How fast must the ion be for an electron at rest to meet 95% of $Z$ to first order? The missing charge is then 0.75, so $1+k^2\Lambda^2=10/0.75$ and $k\Lambda=3.51$. With $k=2v$ this means $v=10.69\,v_0$, or 87.9 MeV, with the cloud held fixed. A rough rule for velocity stripping, $Q\approx Z[1-\exp(-v/(Z^{2/3}v_0))]$, gives 4.7 for the 4 MeV ion, near the chosen 5. At $10.69\,v_0$ its exponent exceeds 1 in size, and fewer than $15/e\approx5.5$ electrons would remain. The frozen ten-electron ion is not realistic there.

### Target electrons in motion

The valence electrons are not at rest. In the uniform gas their Fermi speed is $0.957\,v_0$, not small beside the ion speed. The Lindhard dielectric function includes this motion:

$$\varepsilon=1-\frac{4\pi}{k^2}\,2\!\int\!\frac{d^3p}{(2\pi)^3}\,\frac{f_{\mathbf p}-f_{\mathbf p+\mathbf k}}{\omega+i0+p^2/2-(\mathbf p+\mathbf k)^2/2},$$

where $f$ is 1 inside the Fermi sphere and 0 outside. Its loss function has a continuum of electron-hole pairs and, at small $k$, a plasmon. The general formula for $S$ was integrated numerically with this function by Gauss-Legendre quadrature, the plasmon being added as a pole.

For the frozen ion at $10\,v_0$, the result is 0.9983 of the one-branch value. At the speed of the example it is 3428 eV/nm, 4% below the one-branch result. The effective charge, from the ratio to a unit point charge in the same medium, is 5.85 in place of 5.86. In this example electron motion changes the stopping power a little and the effective charge hardly at all. It does extend the range of single collisions: an electron that meets the ion head-on at the Fermi speed can take up $k=2(2.281+0.957)=6.48$, where the model source charge is 10.3 and not 8.6.

### A computed cloud in place of the model

The ion P⁵⁺ has the closed shells $1s^22s^22p^6$. A nonrelativistic Hartree-Fock calculation of the free ion, in a basis of Gaussian functions with exponents in geometric progression, gives a density with which to compare. It leaves out correlation and relativity and is a reference, not the exact density.

Its root mean square radius is 0.0257 nm, while the model gives $\sqrt6\,\Lambda=0.0213$ nm. The model cloud is too compact by 17%. At $k_+$ the Hartree-Fock source charge is 9.92, against 8.59. With the same limits of $k$, the effective charge is 6.25, against 5.86, which raises the stopping power by 14%. Reducing the ratio of successive exponents from 2.4 to 1.9 moved these two Hartree-Fock charges by less than 0.001.

The approach to the full nuclear charge also differs. Write $F=(4\pi/k)\int_0^\infty g\sin kr\,dr$ with $g=r\rho$. Repeated integration by parts gives

$$F=\frac{4\pi}k\left[\frac{g(0)}k-\frac{g''(0)}{k^3}+\dots\right].$$

In the model $g(0)=N/(4\pi\Lambda^2)$, and the tail is $N/(k\Lambda)^2$. If the density is finite at the nucleus, $g(0)=0$ and $g''(0)=2\rho'(0)$. This slope is not zero at a point nucleus: in the equation for an s orbital $\psi$, the kinetic term $-\psi'/r$ must cancel the attraction $-Z\psi/r$ as $r\to0$, so $\psi'(0)=-Z\psi(0)$ and $\rho'(0)=-2Z\rho(0)$. In nonrelativistic theory the tail then falls as $k^{-4}$. Between 100 and 200 inverse Bohr radii the mean power is 2.00 for the model and 3.81 for Hartree-Fock. This far tail is sensitive to relativity: a rough scalar-relativistic estimate lowers the power to about 3.6, while it moves the source charge at $k_+$ only from 9.92 to 9.91 and leaves the effective charge at 6.25. Gaussian functions have zero slope at the nucleus, so a finite set of them imitates the cusp only over a limited range of $k$; at still larger $k$ the computed form factor would fall faster. The Lorentzian has the right end points, but its final approach to the upper one is too slow. This concerns only the far tail: at 20 to 40 inverse Bohr radii the compact 1s shell keeps the Hartree-Fock charge slightly farther from $Z$ than the model charge. At 30, for example, the missing charge is 0.50 against 0.40.

### Beside a real implant

An energy of 4 MeV belongs to deep, high-energy implants, and the electron density is a rough value for silicon. The assumption of one fixed charge fails in a real solid, where the ion captures and loses electrons. With $\Lambda$ recalculated and the speed held fixed, nine bound electrons give an effective charge of 6.66 and eleven give 5.10. The stopping power then changes by $+29\%$ or $-24\%$. The repulsion factor matters less: $\lambda=1$ gives $\Lambda=0.00943$ nm and an effective charge of 5.99, which raises the stopping power by 4%.

The most serious limitation concerns the absolute stopping power. Linear response requires $\eta=Z_{\rm eff}/v$ to be small, and here it is 2.57. The known Bloch correction for a point charge, taken over without derivation to judge the size of the error, adds to $\ell$ the amount

$$-\eta^2\sum_{m=1}^\infty\frac1{m(m^2+\eta^2)}=-1.53.$$

Compared with $\ell=2.83$, this would reduce the stopping power by about half. It is no accurate correction for an extended ion, but it shows that 3578 eV/nm is a linear-response value and not a prediction for a device process.

Silicon core electrons are also left out. The ion can give up to 283 eV to a free electron at rest, enough to excite the outer core shell, whose binding is very roughly 100 eV. Deformation of the cloud is neglected too. The charge of 5.86 thus describes how an ion with the frozen model cloud couples to valence electrons in linear response. Since $\eta$ is not small, the effective charge itself, and not only the absolute stopping power, may change beyond that approximation. It should not be used for its collisions with nuclei, nor carried to another speed or charge state without repeating the integral.
